\section*{Among dilute, randomly oriented ellipsoidal voids, spheres lower permittivity least}

\section{The question}

The insulator between the metal lines of a chip should have a low permittivity, because the capacitance between the lines is proportional to it. One way to lower it is to leave nanometre-sized voids in the solid. Porosity costs mechanical strength, so it is natural to ask whether a given void volume can be used better by changing the shape of the voids.

Take a solid host of relative permittivity $\kappa>1$ with voids of relative permittivity 1 that fill a fraction $p$ of the volume. The voids are ellipsoids, far apart, with all orientations equally likely. The host is isotropic and linear, and the voids are much smaller than the wavelength, so electrostatics applies. The porosity $p$ is held fixed while the shape varies. Then, to first order in $p$, spheres lower the permittivity least: any other ellipsoidal shape does better. The reason is that the field inside a void is a convex function of a shape parameter whose three values have a fixed sum.

\section{The void field is all that is needed}

Measure $\mathbf D$ in units of $\varepsilon_0$, so that $\mathbf D=\kappa\mathbf E$ in the host and $\mathbf D=\mathbf E$ in a void. The effective permittivity $\kappa_*$ is defined by volume averages, $\langle\mathbf D\rangle=\kappa_*\langle\mathbf E\rangle$. The combination $\mathbf D-\kappa\mathbf E$ vanishes in the host and equals $(1-\kappa)\mathbf E$ in the voids. Averaging it over the whole volume gives
\begin{equation}
(\kappa_*-\kappa)\langle\mathbf E\rangle=-p(\kappa-1)\langle\mathbf E\rangle_{\rm void},
\label{identity}
\end{equation}
where the last average runs over the void volume. No approximation has been made. The stronger the mean field in the voids, the larger the reduction.

\section{One ellipsoid in a uniform field}

\subsection{A potential outside the void}

Let the semi-axes $a_1,a_2,a_3$ lie along the coordinate axes, and let the field far away be $E_0$ along axis $j$. Outside the ellipsoid define $\xi(\mathbf r)\ge0$ by
\begin{equation}
\sum_k\frac{x_k^2}{a_k^2+\xi}=1 .
\label{xi}
\end{equation}
The surface is $\xi=0$, and $\xi\to r^2$ far away. Define also
\begin{equation}
f(s)=\prod_k(s+a_k^2)^{1/2},\qquad
I_j(\xi)=\int_\xi^\infty\frac{ds}{(s+a_j^2)f(s)} .
\end{equation}
We try $\phi=-E_0x_j+Bx_jI_j(\xi)$ outside. The second term falls off as a dipole potential, since $I_j\to\frac23\xi^{-3/2}$. We must show that it satisfies Laplace's equation.

Write $q_k=a_k^2+\xi$ and
\begin{equation}
Q=\sum_k\frac{x_k^2}{q_k^2},\qquad T=\sum_k\frac{x_k^2}{q_k^3},\qquad S=\sum_k\frac1{q_k}.
\end{equation}
Differentiating (\ref{xi}) with respect to $x_i$ gives $2x_i/q_i-Q\,\partial_i\xi=0$, so
\begin{equation}
\partial_i\xi=\frac{2x_i}{q_iQ},\qquad |\nabla\xi|^2=\frac{4}{Q^2}\sum_i\frac{x_i^2}{q_i^2}=\frac4Q .
\label{grad}
\end{equation}
For the Laplacian of $\xi$, take the divergence of $Q\,\partial_i\xi=2x_i/q_i$:
\begin{equation}
\nabla Q\cdot\nabla\xi+Q\nabla^2\xi=2S-2\sum_i\frac{x_i\,\partial_i\xi}{q_i^2}=2S-\frac{4T}{Q}.
\end{equation}
Since $\partial_iQ=2x_i/q_i^2-2T\,\partial_i\xi$, the first term on the left is $4T/Q-2T(4/Q)=-4T/Q$. It cancels the same term on the right, and
\begin{equation}
\nabla^2\xi=\frac{2S}{Q}.
\end{equation}

Next, $I_j'=-1/(q_jf)$. Its logarithmic derivative is $I_j''/I_j'=-1/q_j-f'/f$, and $f'/f=S/2$ from the definition of $f$. Therefore
\begin{align}
\nabla^2(x_jI_j)&=2I_j'\,\partial_j\xi+x_j\left(I_j''|\nabla\xi|^2+I_j'\nabla^2\xi\right)\nonumber\\
&=\frac{4x_jI_j'}{Q}\left[\frac1{q_j}+\left(-\frac1{q_j}-\frac S2\right)+\frac S2\right]=0 .
\end{align}

\subsection{Matching at the surface}

Inside, try a uniform field, $\phi=-E_{\rm in}x_j$. Continuity of $\phi$ at $\xi=0$ requires
\begin{equation}
E_{\rm in}=E_0-BI_j(0).
\label{cont}
\end{equation}
The outward normal is $\mathbf n=\nabla\xi/|\nabla\xi|$. By (\ref{grad}) at $\xi=0$, $n_j=x_j/(a_j^2\sqrt Q)$, hence $x_j|\nabla\xi|=2x_j/\sqrt Q=2a_j^2n_j$. With $v=a_1a_2a_3=f(0)$ we have $I_j'(0)=-1/(a_j^2v)$. The outer normal derivative is then
\begin{align}
\partial_n\phi_{\rm out}&=n_j\left[-E_0+BI_j(0)\right]+Bx_jI_j'(0)|\nabla\xi|\nonumber\\
&=-n_j\left(E_{\rm in}+\frac{2B}{v}\right).
\end{align}
The normal component of $\mathbf D$ is continuous, so $-E_{\rm in}n_j=\kappa\,\partial_n\phi_{\rm out}$. The factor $n_j$ drops out, which is why a uniform inner field works at every surface point:
\begin{equation}
E_{\rm in}=\kappa E_{\rm in}+\frac{2\kappa B}{v}
\quad\Rightarrow\quad B=-\frac{(\kappa-1)v}{2\kappa}E_{\rm in}.
\end{equation}
Insert this in (\ref{cont}) and define the depolarization factor
\begin{equation}
L_j=\frac v2I_j(0)=\frac{a_1a_2a_3}{2}\int_0^\infty\frac{ds}{(s+a_j^2)f(s)} .
\label{L}
\end{equation}
Then $E_{\rm in}=E_0+L_jE_{\rm in}(\kappa-1)/\kappa$, or
\begin{equation}
E_{\rm in}=g(L_j)E_0,\qquad g(L)=\frac{\kappa}{\kappa-(\kappa-1)L}.
\label{g}
\end{equation}
All conditions are met, and the electrostatic problem has a unique solution, so this is it. The void field exceeds the applied field because the surface charge on the surrounding host points its field along $E_0$ inside the void. A void that is thin along the field has a large $L$ and the greatest enhancement.

\subsection{Two properties of the factors}

Since $\sum_j1/(s+a_j^2)=2f'/f$, the sum of the three factors is a total derivative:
\begin{equation}
\sum_jL_j=\frac v2\int_0^\infty\frac{2f'}{f^2}\,ds=v\left[-\frac1f\right]_0^\infty=\frac{v}{f(0)}=1 .
\label{sum}
\end{equation}
Each factor is positive, so each lies between 0 and 1.

If $a_i>a_j$, the integrand in (\ref{L}) is smaller for $i$ than for $j$ at every $s$, so $L_i<L_j$. Equal factors therefore imply equal axes: $L_1=L_2=L_3=\frac13$ holds for the sphere and for no other ellipsoid.

As an independent test, the factors for axes in the ratio $3:2:1$ were also computed from the field of the surface charge on a uniformly polarized ellipsoid, at its centre and at an off-centre point. The largest deviation was $3\times10^{-14}$.

\section{Random orientation and the dilute law}

For a tilted void the field must be resolved along its axes. If $\mathbf m$ is the direction of $\mathbf E_0$ seen from the void, with components $m_j$, the inner field component along $\mathbf E_0$ is $E_0\sum_jg(L_j)m_j^2$. For random orientation the three averages $\langle m_j^2\rangle$ are equal and add to 1, so each is $\frac13$. Components transverse to $\mathbf E_0$ average to zero, because turning a void by $180^\circ$ about $\mathbf E_0$ reverses them and gives an equally likely orientation. Thus
\begin{equation}
\langle\mathbf E\rangle_{\rm void}=G\,\mathbf E_0,\qquad G=\frac13\sum_jg(L_j).
\end{equation}

The field $\mathbf E_0$ acting on a void differs from $\langle\mathbf E\rangle$ through the polarization of the other voids, which is proportional to $p$. In (\ref{identity}) the void field already carries a factor $p$, so this difference enters at order $p^2$. To first order,
\begin{equation}
\kappa_*=\kappa-p(\kappa-1)G .
\label{dilute}
\end{equation}

Small $p$ is not sufficient for flat or long voids. With $N$ voids per unit volume, $p=\frac{4\pi}3Na_1a_2a_3$, and neighbours are far apart compared with the longest semi-axis if
\begin{equation}
Na_{\max}^3=\frac{3p}{4\pi}\,\frac{a_{\max}^3}{a_1a_2a_3}\ll1 .
\label{crowd}
\end{equation}
For an oblate void the last ratio is its aspect ratio. At fixed $p$, sufficiently flat voids break this condition.

\section{Convexity singles out the sphere}

Let $d(L)=\kappa-(\kappa-1)L$, which lies between 1 and $\kappa$, so that $g=\kappa/d$. Differentiating twice,
\begin{equation}
g'=\frac{\kappa(\kappa-1)}{d^2}>0,\qquad g''=\frac{2\kappa(\kappa-1)^2}{d^3}>0 .
\end{equation}
The curve $g(L)$ lies above each of its tangents. Use the tangent at $L=\frac13$, where $d=d_0=(2\kappa+1)/3$. The distance between curve and tangent follows from the identity
\begin{equation}
\frac1d-\frac1{d_0}+\frac{d-d_0}{d_0^2}=\frac{d_0^2-dd_0+d^2-dd_0}{d\,d_0^2}=\frac{(d-d_0)^2}{d\,d_0^2}.
\end{equation}
Multiply by $\kappa/3$, put $d-d_0=-(\kappa-1)(L_j-\frac13)$, and sum over $j$. The linear term vanishes because $\sum_j(L_j-\frac13)=0$ by (\ref{sum}). What remains is
\begin{equation}
G-\frac{3\kappa}{2\kappa+1}=\frac{\kappa(\kappa-1)^2}{3d_0^2}\sum_j\frac{(L_j-\frac13)^2}{d(L_j)}\ \ge0 .
\label{excess}
\end{equation}
The quantity subtracted on the left, $G_{\rm s}=3\kappa/(2\kappa+1)$, is the value for spheres. Every term in the sum is non-negative, and all vanish together for the sphere alone. With (\ref{dilute}) this proves the claim.

Physically, compared with a sphere, a non-spherical void gains field when its shortest axis lies along the applied field and loses field when its longest axis does. Since $g$ curves upward, the gains outweigh the losses in the average over orientations.

A mixture of shapes obeys the same inequality: its $G$ is the volume-weighted mean of the individual values, none of which is below $G_{\rm s}$. In a numerical scan of 400 random triaxial shapes, with host permittivities between 1.2 and 12, the excess was positive in every case.

\section{Limits, and a case where the order reverses}

\textbf{Flat discs.} A convex curve lies below its chord. Since $g(0)=1$ and $g(1)=\kappa$, we have $g(L)\le1+(\kappa-1)L$, and averaging over the three axes gives $G\le(\kappa+2)/3$. The bound is approached by discs, whose factors tend to $(0,0,1)$. By (\ref{crowd}), $p$ must go to zero first. The excess over spheres is
\begin{equation}
\frac{\kappa+2}3-\frac{3\kappa}{2\kappa+1}=\frac{2\kappa^2+5\kappa+2-9\kappa}{3(2\kappa+1)}=\frac{2(\kappa-1)^2}{3(2\kappa+1)} .
\end{equation}

\textbf{Long needles.} Here the factors tend to $(\frac12,\frac12,0)$. With $g(\frac12)=2\kappa/(\kappa+1)$,
\begin{equation}
G=\frac13\left(1+\frac{4\kappa}{\kappa+1}\right)=\frac{5\kappa+1}{3(\kappa+1)},\qquad
G-G_{\rm s}=\frac{(\kappa-1)^2}{3(\kappa+1)(2\kappa+1)} .
\end{equation}
The disc excess is $2(\kappa+1)$ times the needle excess. Flattening is thus much more effective than stretching in these limits.

\textbf{Weak contrast.} As $\kappa\to1$, both $d_0$ and $d$ tend to 1, and (\ref{excess}) becomes $\frac13(\kappa-1)^2\sum_j(L_j-\frac13)^2$ to leading order. The shape-dependent part of $\kappa_*$ is then of order $p(\kappa-1)^3$. Shape matters little when $\kappa-1\ll1$: at $\kappa=1.2$ flat discs give only 0.7\% more reduction than spheres. A host with $\kappa=2.8$ is outside this limit. There flat discs give about 26\% more, and the leading-order form overestimates the excess of 4:1 oblate voids about threefold.

\textbf{Aligned voids.} If axis $j$ of every void lies along the field, no average over axes is taken and $G$ is replaced by $g(L_j)$. This function increases with $L_j$, so any void with $L_j<\frac13$ reduces the permittivity less than a sphere. The theorem therefore does not extend to aligned voids. In a film whose voids are flattened in the film plane, a vertical field sees a larger reduction than spheres would give, while a lateral field between neighbouring lines sees a smaller one.

\section{Interactions between voids}

A simple mean-field model estimates the next order. Suppose each void responds to the average host field $E_{\rm h}$. Then $\langle E\rangle_{\rm void}=GE_{\rm h}$ and $\langle E\rangle=(1-p+pG)E_{\rm h}$, and (\ref{identity}) gives
\begin{equation}
\kappa-\kappa_*=\frac{p(\kappa-1)G}{1-p+pG}.
\label{mf}
\end{equation}
Its derivative with respect to $G$ is $p(\kappa-1)(1-p)/(1-p+pG)^2>0$, so within this model the order of shapes is unchanged. Since $G>1$, the reduction is smaller than in the dilute law.

Laplace's equation was also solved on a grid for cubic lattices of voids with $\kappa=2.8$, without using depolarization factors. Consider the normalized reduction $(\kappa-\kappa_*)/[p(\kappa-1)]$, which equals $G$ in the dilute law. A grid of 64 cells per lattice constant gives 1.213 for spheres at $p=20\%$, and at $p=2\%$ it gives 1.280 for spheres and 1.350 for 4:1 oblate voids, the latter averaged over three field directions. These values are too high by grid errors of about 0.006, 0.014 and 0.012. The converged values are 1.208, 1.266 and 1.338; for spheres they agree with Rayleigh's multipole expansion. At 20\% the mean-field model gives 1.207 and the dilute law 1.273. At 2\% the dilute values are 1.273 and 1.346, so the converged lattice values lie slightly below them, in the direction that (\ref{mf}) predicts. The oblate-to-sphere ratio is 1.055 on the grid and 1.057 when converged, against 1.057 from the dilute law, which supports the predicted shape effect.

\section{Worked example: a lightly porous interlayer dielectric}

Take $\kappa=2.8$ and $p=5\%$, so $p(\kappa-1)=0.09$. Each void has the volume of a sphere of radius 1 nm.

\textbf{Spheres.} $G_{\rm s}=8.4/6.6=1.2727$, and $\kappa_*=2.8-0.09\times1.2727=2.6855$.

\textbf{Prolate voids, 3:1.} The semi-axes are 0.693, 0.693 and 2.080 nm, with factors 0.4456, 0.4456 and 0.1087. The field ratios are 1.4015, 1.4015 and 1.0751. Their mean is $G=1.2927$, so $\kappa_*=2.6837$.

\textbf{Oblate voids, 4:1.} The semi-axes are 1.587, 1.587 and 0.397 nm, with factors 0.1482, 0.1482 and 0.7036. Along the short axis $g=2.8/(2.8-1.8\times0.7036)=1.826$; along the others $g=1.1053$. Hence
\begin{equation}
G=\frac{2\times1.1053+1.8260}{3}=1.3455,\qquad \kappa_*=2.6789 .
\end{equation}

The oblate voids gain 0.0066 in permittivity over spheres, about 6\% of the reduction that spheres produce. Spheres would need a porosity of $5\%\times1.3455/1.2727=5.29\%$ to match them. The prolate voids gain 0.0018. If the prolate voids were aligned with the field, their $g=1.075$ would fall below the sphere value 1.273, which is the reversal described above.

\textbf{Interactions.} For the oblate voids $Na_{\max}^3=0.048$. The typical centre spacing $N^{-1/3}$ is then only 2.8 times the longest semi-axis, so the dilute condition is met only roughly. For the prolate voids $Na_{\max}^3=0.107$, and the spacing is 2.1 times the longest semi-axis, barely more than the length of a void. Their gain of 0.0018 is therefore only a dilute estimate. The mean-field model raises $\kappa_*$ by 0.0015 for spheres and 0.0021 for oblate voids. Within this model the gap between them shrinks from 0.0066 to 0.0060. The oblate shift depends on how the void centres are arranged: a spherically symmetric arrangement gives 0.0017 and a gap of 0.0064, and a cubic lattice of aligned voids, averaged over field directions, leaves the gap near 0.0066.

\textbf{Wall position.} Moving the wall of a 1 nm sphere outward by 0.1 nm, with the number of voids fixed, multiplies its volume by $1.1^3=1.331$. The permittivity falls by $0.331\times0.09\times1.2727=0.038$, nearly six times the oblate gain. The shape effect can be seen only if the porosity is known much better than this.

\textbf{Water.} For a filling of permittivity $w$, the surface condition becomes $wE_{\rm in}=\kappa E_{\rm in}+2\kappa B/v$, and the same algebra gives $g_w(L)=\kappa/[\kappa+(w-\kappa)L]$, with orientation average $G_w$. Filling a share $\eta$ of the oblate voids cancels their advantage over empty spheres when
\begin{equation}
\eta\left[(w-\kappa)G_w+(\kappa-1)G\right]=(\kappa-1)(G-G_{\rm s}) .
\end{equation}
With the rough bulk value $w=80$, this gives $\eta=0.95\%$. Water confined in a void 0.8 nm thick can have a much lower permittivity, which raises the share: to 1.9\% for $w=10$ and to about 8\% for $w\approx2$.

\textbf{Local field.} At an applied field of 1 MV/cm, an oblate void with its short axis along the field contains 1.83 MV/cm. At its rim the field is tangential and therefore continuous, so the adjacent host carries the same field. The voltage across the void is 0.145 V. The flat shape that lowers the permittivity more also loads the host more strongly at the rim.

\section{Relation to real films}

The host value and void size are rough typical figures for organosilicate dielectrics, but 5\% porosity is low: porous films of this class often have roughly 20--30\%. Interactions between the voids then matter more. At 20\%, spheres give $\kappa_*=2.342$ from the dilute law and 2.366 from (\ref{mf}), a shift of 0.024. In such films voids may also join into channels, which isolated ellipsoids do not describe, and a void 0.8 nm thick is only a few atomic spacings across, so a sharp wall between two continuous media is itself an approximation. The theorem ranks shapes under its stated conditions. As a design rule it applies to isolated voids at low porosity, if flattening them leaves porosity, water uptake and orientation disorder unchanged, and if the solid remains strong enough. For films with 20--30\% porosity the ranking is not proved here. Strength depends on the shape of the voids as well as on the porosity, and it was not calculated here.

\section*{Computed values}
\begin{verbatim}
Host relative permittivity: 2.80
Porosity: 5.0 %
Radius of equal-volume sphere: 1.00 nm
sphere: semi-axes 1.000, 1.000, 1.000 nm
sphere: L = 0.3333, 0.3333, 0.3333
sphere: g(L) = 1.2727, 1.2727, 1.2727
sphere: G = 1.2727, dilute permittivity = 2.6855
prolate 3:1: semi-axes 0.693, 0.693, 2.080 nm
prolate 3:1: L = 0.4456, 0.4456, 0.1087
prolate 3:1: g(L) = 1.4015, 1.4015, 1.0751
prolate 3:1: G = 1.2927, dilute permittivity = 2.6837
oblate 4:1: semi-axes 1.587, 1.587, 0.397 nm
oblate 4:1: L = 0.1482, 0.1482, 0.7036
oblate 4:1: g(L) = 1.1053, 1.1053, 1.8260
oblate 4:1: G = 1.3455, dilute permittivity = 2.6789
Upper limit of G (flat discs): 1.6000
Permittivity gain, prolate over sphere: 0.00180
Permittivity gain, oblate over sphere: 0.00655
Sphere porosity matching oblate voids: 5.286 %
Aligned 3:1 needles along field, g: 1.0751
Oblate number density x (largest semi-axis)^3: 0.0477
Surface-charge test, largest error in L: 3.1e-14
Shapes scanned: 400, smallest excess of G: 1.52e-05
Lattice solution at 2 % porosity, sphere: 1.2799
Lattice solution at 2 % porosity, oblate: 1.3501
Oblate/sphere ratio: lattice 1.0549, dilute 1.0572
Sphere at 20 % porosity: lattice 1.2134, mean field 1.2069
Mean-field permittivity, sphere: 2.6870
Mean-field permittivity, oblate: 2.6810
Interaction shift, sphere: 0.00154
Interaction shift, oblate: 0.00206
Wall position uncertainty: 0.1 nm
Permittivity change from that wall shift, sphere: 0.0379
Water relative permittivity (rough bulk value): 80
Water-filled share of oblate voids cancelling gain: 0.95 %
Applied field: 1.0 MV/cm
Field in oblate void and at its rim, short axis: 1.826 MV/cm
Voltage across that void: 0.145 V
\end{verbatim}
